# The Adler–Wiser Polarizability Matrix from the Contour Integral of −iG₀G₀

## Result

**Theorem.** Consider independent electrons in a periodic, spin-unpolarized system with a gap, at zero temperature, with the chemical potential $\mu$ inside the gap. Spin-orbit coupling is absent. The polarizability $P=-iG_0G_0$, summed over spin, has the plane-wave matrix

$$
P_{\mathbf G\mathbf G'}(\mathbf q,\omega)=\frac{2}{V}\sum_{\mathbf k}\sum_{nm}\frac{(f_{n\mathbf k}-f_{m\mathbf k+\mathbf q})\,M_{\mathbf G}M^*_{\mathbf G'}}{\omega-\Delta+i\delta\,\mathrm{sgn}\,\Delta},\qquad \delta\to0^+, \tag{1}
$$

$$
\Delta=\varepsilon_{m\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k},\qquad
M_{\mathbf G}=\langle n\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|m\,\mathbf k+\mathbf q\rangle .
$$

Here $f=1$ for occupied and $f=0$ for empty states. $V$ is the volume of the whole periodic crystal, $\mathbf k$ runs over its allowed points in one Brillouin zone, and the orbitals are normalized to one in $V$. The factor 2 is the spin sum. Pairs with equal occupations contribute zero.

**Conventions.** Atomic units are used, with $\hbar=1$. Time functions are $A(t)=\int\frac{d\omega}{2\pi}e^{-i\omega t}A(\omega)$, and

$$
P(\mathbf r,\mathbf r')=\frac1V\sum_{\mathbf q\mathbf G\mathbf G'}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}P_{\mathbf G\mathbf G'}(\mathbf q)e^{-i(\mathbf q+\mathbf G')\cdot\mathbf r'} . \tag{2}
$$

The starting point is $P(1,2)=-i\sum_\sigma G_0(1,2)G_0(2,1^+)$, where $1^+$ has a time infinitesimally later than 1. $G_0$ is diagonal in spin, so one spin sum remains.

## The Green's function and the frequency integral

For $G_0(1,2)=-i\langle T\psi(1)\psi^\dagger(2)\rangle$, a state $a$ contributes $\psi_a(\mathbf r)\psi_a^*(\mathbf r')g_a(t)$. An electron can be added with weight $1-f_a$ and removed with weight $f_a$:

$$
g_a(t)=-i\theta(t)(1-f_a)e^{-i\varepsilon_at}+i\theta(-t)f_ae^{-i\varepsilon_at}.
$$

A damping factor $e^{-\eta|t|}$ makes the transforms converge:

$$
-i\int_0^\infty\! dt\,e^{i(\omega-\varepsilon_a+i\eta)t}=\frac1{\omega-\varepsilon_a+i\eta},\qquad
i\int_{-\infty}^0\! dt\,e^{i(\omega-\varepsilon_a-i\eta)t}=\frac1{\omega-\varepsilon_a-i\eta}.
$$

Therefore

$$
g_a(\omega)=\frac{1-f_a}{\omega-\varepsilon_a+i\eta}+\frac{f_a}{\omega-\varepsilon_a-i\eta}. \tag{3}
$$

An empty state has its pole below the real axis, an occupied state above it.

With $t=t_1-t_2$, the second Green's function has time argument $-t$. Transforming the product gives

$$
P(\omega)=-i\sum_\sigma\int\frac{d\omega_1d\omega_2}{(2\pi)^2}G_0(\mathbf r,\mathbf r';\omega_1)G_0(\mathbf r',\mathbf r;\omega_2)\int dt\,e^{i(\omega-\omega_1+\omega_2)t}.
$$

The time integral is $2\pi\,\delta(\omega-\omega_1+\omega_2)$, a Dirac delta function, which sets $\omega_1=\omega+\omega_2$. Writing $\omega'$ for $\omega_2$ and inserting the sums over states,

$$
P(\mathbf r,\mathbf r';\omega)=2\sum_{ab}\psi_a(\mathbf r)\psi_a^*(\mathbf r')\psi_b(\mathbf r')\psi_b^*(\mathbf r)\,F_{ab}(\omega), \tag{4}
$$

$$
F_{ab}(\omega)=-i\int\frac{d\omega'}{2\pi}\,g_a(\omega+\omega')\,g_b(\omega').
$$

The label $1^+$ would add a factor $e^{i\omega'0^+}$. For each pair the integrand already falls as $\omega'^{-2}$, so a large semicircle of radius $R$ contributes at most of order $R\cdot R^{-2}\to0$ in either half plane, and the factor may be dropped.

**Lemma 1 (pair integral).** Let $\Delta=\varepsilon_a-\varepsilon_b$. For occupations 0 or 1, with occupied levels below empty ones,

$$
F_{ab}(\omega)=\frac{f_b-f_a}{\omega-\Delta+i\delta\,\mathrm{sgn}\,\Delta},\qquad \delta=2\eta. \tag{5}
$$

*Proof.* The factor $g_a(\omega+\omega')$ has its pole at $\omega'=\varepsilon_a-\omega\mp i\eta$, and $g_b(\omega')$ at $\omega'=\varepsilon_b\mp i\eta$. The upper sign is for an empty state, the lower for an occupied one.

*Both empty or both occupied.* Both poles lie on the same side of the real axis. Closing the contour on the other side encloses nothing, so $F_{ab}=0$.

*$a$ empty, $b$ occupied.* The pole in the upper half plane is $\omega'=\varepsilon_b+i\eta$. Closing there, counterclockwise, gives

$$
F_{ab}=-i\,\frac{2\pi i}{2\pi}\,\frac1{\omega+(\varepsilon_b+i\eta)-\varepsilon_a+i\eta}=\frac{1}{\omega-\Delta+2i\eta}.
$$

Here $f_b-f_a=1$ and $\Delta>0$, in agreement with (5).

*$a$ occupied, $b$ empty.* The upper pole is now $\omega'=\varepsilon_a-\omega+i\eta$, and

$$
F_{ab}=-i\,\frac{2\pi i}{2\pi}\,\frac1{(\varepsilon_a-\omega+i\eta)-\varepsilon_b+i\eta}
=\frac1{\Delta-\omega+2i\eta}=-\frac1{\omega-\Delta-2i\eta}.
$$

Here $f_b-f_a=-1$ and $\Delta<0$, again in agreement with (5). ∎

The two pole shifts add, so a calculation with finite $\eta$ in each $G_0$ has a broadening $2\eta$ in $P$.

**Remark (fractional occupations).** If $f_a$ and $f_b$ lie between 0 and 1, the product of two expressions (3) has four terms. Those with both poles on one side vanish. The other two are the integrals just computed, with their weights:

$$
F_{ab}=\frac{(1-f_a)f_b}{\omega-\Delta+i\delta}-\frac{f_a(1-f_b)}{\omega-\Delta-i\delta}. \tag{6}
$$

The two denominators have equal real parts of their inverses and opposite imaginary parts. The real part of $F_{ab}$ thus carries the weight $(1-f_a)f_b-f_a(1-f_b)=f_b-f_a$, while the imaginary part carries $(1-f_a)f_b+f_a(1-f_b)$. Equation (5) therefore fails at resonance when both occupations are fractional. If the lower state is full or the upper state is empty, one term of (6) vanishes and (5) still holds. Away from resonance, as $\delta\to0$, the two forms agree.

For example, $f_a=0.3$ and $f_b=0.8$ give a real weight $0.56-0.06=0.50$ and an imaginary weight $0.56+0.06=0.62$. Direct numerical integration returns the same two weights.

## Projection on plane waves

**Lemma 2.** For $b=(n,\mathbf k)$, the states $a$ that contribute at wave vector $\mathbf q$ are $a=(m,\mathbf k+\mathbf q)$, with $\mathbf k+\mathbf q$ taken modulo a reciprocal lattice vector, and the orbital product in (4) projects to $M_{\mathbf G}M^*_{\mathbf G'}/V$.

*Proof.* Plane waves are orthogonal, with norm $V$. Multiplying (2) by $e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}e^{i(\mathbf q+\mathbf G')\cdot\mathbf r'}$ and integrating gives $V^2/V$ times the matrix element, so

$$
P_{\mathbf G\mathbf G'}(\mathbf q)=\frac1V\iint d\mathbf r\,d\mathbf r'\,e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}P(\mathbf r,\mathbf r')e^{i(\mathbf q+\mathbf G')\cdot\mathbf r'}.
$$

The $\mathbf r$ integral of a term in (4) is

$$
\int d\mathbf r\,\psi_b^*(\mathbf r)e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\psi_a(\mathbf r).
$$

Shifting $\mathbf r$ by a lattice vector $\mathbf R$ leaves the integral unchanged, but by Bloch's theorem multiplies it by $e^{i(\mathbf k_a-\mathbf k_b-\mathbf q)\cdot\mathbf R}$. It vanishes unless this phase is 1 for every $\mathbf R$, which requires $\mathbf k_a=\mathbf k_b+\mathbf q$ up to a reciprocal lattice vector. The integral is then $M_{\mathbf G}$. The $\mathbf r'$ integral is

$$
\int d\mathbf r'\,\psi_a^*(\mathbf r')e^{i(\mathbf q+\mathbf G')\cdot\mathbf r'}\psi_b(\mathbf r')=M^*_{\mathbf G'},
$$

because it is the complex conjugate of the first integral with $\mathbf G$ replaced by $\mathbf G'$. ∎

*Proof of the theorem.* Insert (5) and Lemma 2 in (4), with $f_b=f_{n\mathbf k}$ and $f_a=f_{m\mathbf k+\mathbf q}$. This is (1).

The integration was done pair by pair, and the remaining band sum converges. Each surviving pair has one occupied member. For a fixed occupied $n$, completeness gives $\sum_m|M_{\mathbf G}|^2=\langle n\mathbf k|n\mathbf k\rangle=1$, and likewise for a fixed occupied $m$. Off-diagonal products are bounded by the Cauchy–Schwarz inequality, and the denominators grow with the energy of the empty state. ∎

**Remark (long wavelength).** For $\mathbf G=0$ the matrix element is the overlap of the periodic parts of the Bloch functions at $\mathbf k$ and $\mathbf k+\mathbf q$. Between an occupied and an empty band this overlap vanishes at $\mathbf q=0$ by orthogonality. When the periodic parts can be expanded in $\mathbf q$, it is of first order, so $P_{00}$ is of order $q^2$ in a gapped system: a uniform potential moves no charge.

## Resonant and antiresonant terms

**Corollary 1.** With time-reversal symmetry, for occupied $v$, empty $c$ and $D=\varepsilon_{c\mathbf k+\mathbf q}-\varepsilon_{v\mathbf k}>0$,

$$
P_{\mathbf G\mathbf G'}=\frac2V\sum_{\mathbf kvc}M_{\mathbf G}M^*_{\mathbf G'}\left[\frac1{\omega-D+i\delta}-\frac1{\omega+D-i\delta}\right], \tag{7}
$$

where $M_{\mathbf G}=\langle v\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|c\,\mathbf k+\mathbf q\rangle$.

*Proof.* Terms of (1) with $n=v$ and $m=c$ give the first fraction directly. The others have $n=c$ at $\mathbf k$ and $m=v$ at $\mathbf k+\mathbf q$. Substitute $\mathbf k=-\mathbf k'-\mathbf q$, so that $\mathbf k+\mathbf q=-\mathbf k'$. Time reversal allows $\psi_{n,-\mathbf k}=\psi^*_{n\mathbf k}$, with equal energies, so

$$
\langle c,-\mathbf k'-\mathbf q|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|v,-\mathbf k'\rangle
=\int d\mathbf r\,\psi_{c\mathbf k'+\mathbf q}\,e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\,\psi^*_{v\mathbf k'},
$$

which is $\langle v\mathbf k'|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|c\,\mathbf k'+\mathbf q\rangle$. The energy difference in (1) is $\Delta=-D$ and the occupation factor is $-1$. This gives the second fraction. ∎

With $z=D-i\delta$ the bracket is

$$
\frac1{\omega-z}-\frac1{\omega+z}=\frac{2z}{\omega^2-z^2},
$$

so $P$ is even in $\omega$. Both fractions contribute a negative imaginary part to a diagonal element, at positive and negative frequency alike. This is the mark of time ordering.

## Imaginary frequency

**Corollary 2.** For real $y$ and $\eta\to0$,

$$
P(\mathbf r,\mathbf r';iy)=2\int\frac{dx}{2\pi}\,G_0(\mathbf r,\mathbf r';\mu+ix+iy)\,G_0(\mathbf r',\mathbf r;\mu+ix). \tag{8}
$$

*Proof.* Measured from $\mu$, the poles of $G_0$ for empty states lie in the fourth quadrant and those for occupied states in the second. Replace the real line by $\omega'=\mu+xe^{i\theta}$ and the external frequency by $\omega=ye^{i\theta}$, with $\theta$ rising from 0 to $\pi/2$. The arguments of both Green's functions stay on a line through $\mu$ in the first and third quadrants, which meets no pole. Each pole keeps its side of the line, so the residues of Lemma 1 hold with $\omega=ye^{i\theta}$. At $\theta=\pi/2$, $-i\,d\omega'=-i\cdot i\,dx=dx$, which gives (8). ∎

No occupation factor needs to be supplied in (8): the position of $\mu$ separates the states. At $\omega=iy$ the bracket in (7) becomes $-2D/(D^2+y^2)$. It is real and negative, so with time-reversal symmetry, which (7) assumes, the matrix is Hermitian and has no positive eigenvalue. Without that symmetry it need not be Hermitian at $y\ne0$.

## Static limit as a density response

**Proposition.** A small static change $\delta v$ of the total one-electron potential changes the density by $\delta n(\mathbf r)=\int d\mathbf r'\,P(\mathbf r,\mathbf r';0)\,\delta v(\mathbf r')$.

*Proof.* First-order perturbation theory for the occupied orbitals gives

$$
\delta n(\mathbf r)=2\sum_v\sum_{m\ne v}\left[\psi_v^*(\mathbf r)\psi_m(\mathbf r)\frac{\langle m|\delta v|v\rangle}{\varepsilon_v-\varepsilon_m}+\text{c.c.}\right].
$$

If $m$ is occupied too, the term $(v,m)$ cancels against the conjugate of the term $(m,v)$, because the denominator changes sign. (Degenerate occupied orbitals can be rotated among themselves without changing the density.) Only empty $m=c$ remain, with denominator $-(\varepsilon_c-\varepsilon_v)$. In (4) at $\omega=0$, the pair $a=c$, $b=v$ has $F_{ab}=-1/(\varepsilon_c-\varepsilon_v)$ and reproduces the first term. The pair $a=v$, $b=c$ has the same $F_{ab}$ and reproduces its conjugate. ∎

This fixes the sign, the spin factor and the normalization: multiplying by $\delta v(\mathbf r)$ and integrating gives $\int d\mathbf r\,\delta n\,\delta v=-4\sum_{vc}|\langle c|\delta v|v\rangle|^2/(\varepsilon_c-\varepsilon_v)\le0$, so on balance electrons move away from raised potential energy. The response is nonlocal, so $\delta n(\mathbf r)$ need not be opposite in sign to $\delta v(\mathbf r)$ at each point. The potential $\delta v$ is the total one, including any induced part. With the Coulomb interaction $v_C$, the screened interaction follows from $W=v_C+v_CPW$. Using $-iG_0G_0$ for $P$ leaves out the interaction between the excited electron and the hole.

## Worked example

Take a one-dimensional model crystal with lattice constant $a=6$ bohr, $g=2\pi/a$, and potential $2V_1\cos gx+2V_2\sin 2gx$, where $V_1=0.10$ and $V_2=0.05$ hartree. There are two electrons per cell and four $k$-points, so $V$ becomes $L=24$ bohr and $P$ has the unit 1/(hartree bohr). The wave vector is $q=g/4=0.2618$ bohr⁻¹. This is a finite periodic ring, not a converged infinite crystal: with 16 or more $k$-points at the same $q$ the static elements become $P_{00}=-0.2855$, $P_{0g}=0.3162+0.0002i$ and $P_{gg}=-0.9007$, a shift of about 3% in $P_{00}$ from the four-point values below. Its potential has no inversion centre, so off-diagonal elements can be complex.

The gap on this grid is 0.199 hartree. Consider the transition from band 1 at $k=0$, at $-0.03713$ hartree, to band 2 at $k=q$, at $0.32797$ hartree:

$$
D=0.32797+0.03713=0.36510\ \text{hartree},\qquad |M_0|^2=0.01951 .
$$

Its resonant static term is

$$
-\frac{2}{24}\,\frac{0.01951}{0.36510}=-0.00445 .
$$

All pairs with $k=0$ give $-0.0081$. The four $k$-points $0,\,g/4,\,g/2,\,3g/4$ together give

$$
P_{00}(q,0)=-0.0081-0.1307-0.1307-0.0081=-0.2775
$$

after rounding the sum of the unrounded terms. The equal values reflect the map $k\to-k-q$ of Corollary 1. It exchanges $0$ with $3g/4$ and $g/4$ with $g/2$, and at $\omega=0$ the resonant terms of (1) at $k$ equal the antiresonant terms at $-k-q$, since they are the two fractions of the same transitions in (7). At a single $k$ the two kinds differ: at $k=0$ the resonant terms give $-0.0047$ and the antiresonant terms $-0.0034$. The two middle points supply 94% of the total.

| $\omega$ (hartree) | $P_{00}$ | $P_{0g}$ | $P_{gg}$ |
|---|---|---|---|
| $0$ | $-0.2775$ | $0.3171+0.0005i$ | $-0.9031$ |
| $0.3i$ | $-0.1252$ | $0.1663-0.0027i$ | $-0.6571$ |
| $0.4$ | $0.105-0.165i$ | $-0.058+0.211i$ | $-0.595-0.510i$ |

In the first two rows $P_{g0}$ is the complex conjugate of $P_{0g}$. The last row uses $\delta=0.1$ hartree, that is $\eta=0.05$ hartree, and depends on that choice. There $P_{g0}=-0.044+0.222i$, so the matrix is no longer Hermitian: the energy factors are complex. The positive real part of $P_{00}$ comes from transitions with $D<0.4$ hartree, whose resonant terms have changed sign.

The numerical check tests (1) against direct integration of the Green's function product on the real and imaginary axes, and against densities from perturbed Hamiltonians. The largest deviation, $1.3\times10^{-8}$ in the unit of $P$, occurs for the finite-difference densities. The table uses 29 plane waves. Enlarging the basis to 61 plane waves changes the static elements by at most $4.2\times10^{-5}$ in the same unit. This is enough to move the last printed digit: the converged static values round to $\mathrm{Re}\,P_{0g}=0.3172$ and $P_{gg}=-0.9032$.

## Table of computed values

```
pair test: e_a=0.3 e_b=-0.2 omega=0.4 eta=0.05 hartree
  f_a=0 f_b=0: -i*integral = 0.00000 +0.00000i 1/hartree
  f_a=1 f_b=1: -i*integral = -0.00000 +0.00000i 1/hartree
  f_a=0 f_b=1: -i*integral = -5.00000 -5.00000i 1/hartree
  f_a=1 f_b=0: -i*integral = -1.09756 -0.12195i 1/hartree
  f_a=0.3 f_b=0.8: -i*integral = -2.50000 -3.10000i 1/hartree
  fractional case: real weight 0.5000, imaginary weight 0.6200
a=6.0 bohr, L=24.0 bohr, V1=0.1, V2=0.05 hartree, k-points=4, plane waves=29
q = 0.26180 1/bohr, g = 1.04720 1/bohr
k=0/4 g: band 1 -0.03713, band 2 0.50877 hartree
k=1/4 g: band 1 -0.01215, band 2 0.32797 hartree
k=2/4 g: band 1 0.02550, band 2 0.22451 hartree
k=3/4 g: band 1 -0.01215, band 2 0.32797 hartree
gap on this k-grid 0.19901 hartree, mu 0.12500 hartree
transition band 1,k=0 to band 2,k=q: D=0.36510 hartree, |M_0|^2=0.01951
  its static term in P_00: -0.004454 1/(hartree bohr)
static P_00 from k=0/4 g: -0.008073 1/(hartree bohr)
static P_00 from k=1/4 g: -0.130689 1/(hartree bohr)
static P_00 from k=2/4 g: -0.130689 1/(hartree bohr)
static P_00 from k=3/4 g: -0.008073 1/(hartree bohr)
static, 1/(hartree bohr):
  P_00 = -0.277523 +0.000000i
  P_0g = 0.317146 +0.000483i
  P_g0 = 0.317146 -0.000483i
  P_gg = -0.903140 -0.000000i
omega = 0.3i hartree, 1/(hartree bohr):
  P_00 = -0.125224 -0.000000i
  P_0g = 0.166289 -0.002714i
  P_g0 = 0.166289 +0.002714i
  P_gg = -0.657074 -0.000000i
omega = 0.4 hartree, delta = 0.1 hartree, 1/(hartree bohr):
  P_00 = 0.104727 -0.164598i
  P_0g = -0.058210 +0.211153i
  P_g0 = -0.044013 +0.222439i
  P_gg = -0.595428 -0.510180i
largest deviations from the formula, 1/(hartree bohr):
  finite-difference density 1.3e-08
  imaginary-axis integral   7.7e-16
  real-axis integral        1.2e-14
  time-reversal form        1.6e-16
  omega to -omega           2.8e-15
static change with 61 plane waves: 4.2e-05 1/(hartree bohr)
```
